# Why copied d occupancy matrices can silently describe the wrong density

## Definitions and conventions

In the PAW method the density inside an augmentation sphere is a sum over pairs of partial waves, weighted by an occupancy matrix. For one d radial function $R(r)$ it is $R(r)^2\rho(\hat r)$, with

$$
\rho(\hat r)=\sum_{ij}n_{ij}S_i(\hat r)S_j(\hat r).
$$

The matrix $n$ is real and symmetric and refers to one spin channel. With $x,y,z$ the components of the unit vector $\hat r$, the sending code A uses, in this order,

$$
S_{xy}=\sqrt{\tfrac{15}{4\pi}}\,xy,\quad
S_{yz}=\sqrt{\tfrac{15}{4\pi}}\,yz,\quad
S_{z^2}=\sqrt{\tfrac{5}{16\pi}}\,(3z^2-1),
$$

$$
S_{xz}=\sqrt{\tfrac{15}{4\pi}}\,xz,\quad
S_{x^2-y^2}=\sqrt{\tfrac{15}{16\pi}}\,(x^2-y^2).
$$

The receiving code B uses $S^B=TS^A$, where $T$ reorders the functions and may change signs, so that $T^TT=1$. With several radial functions, the same $T$ acts on the angular indices of each.

Both codes must describe the same state:

$$
(S^B)^Tn^BS^B=(S^A)^T\,T^Tn^BT\,S^A .
$$

The 15 products $S_iS_j$ with $i\le j$ are linearly independent (they span the harmonics with $L=0,2,4$, which number $1+5+9$), so the density fixes a symmetric matrix. This requires $T^Tn^BT=n^A$, hence

$$
n^B=Tn^AT^T .
$$

If the array is copied unconverted, $n^B$ is set equal to $n^A$. In A's language, code B then holds

$$
\tilde n=T^Tn^AT .
$$

## Why the usual checks pass

Since $TT^T=1$, $\tilde n$ has the same eigenvalues and trace as $n^A$. The Dudarev energy for one spin channel,

$$
E_U=\frac U2\left(\mathrm{Tr}\,n-\mathrm{Tr}\,n^2\right),
$$

is also the same. More directly, B reads the same array of numbers, and none of these quantities uses the orbital labels. The error appears in quantities that depend on which angular function each label stands for, such as the density in a given direction.

The two parts of $T$ act differently. If $T$ contains signs $s_i=\pm1$ and no reordering, then

$$
\tilde n_{ij}=s_is_jn_{ij}.
$$

Diagonal elements survive because $s_i^2=1$; off-diagonal elements between functions of opposite $s$ change sign. Reordering moves diagonal and off-diagonal elements alike.

## Contribution 1: the Condon-Shortley sign

With the Condon-Shortley phase,

$$
Y_{2,1}=-\sqrt{\tfrac{15}{8\pi}}\,z(x+iy),\qquad
Y_{2,2}=\sqrt{\tfrac{15}{32\pi}}\,(x+iy)^2 .
$$

Suppose B builds its real functions as $\sqrt2\,\mathrm{Re}\,Y_{2,m}$ and $\sqrt2\,\mathrm{Im}\,Y_{2,m}$ for $m>0$. For $m=1$ these are $-S_{xz}$ and $-S_{yz}$; for $m=2$ they are $+S_{x^2-y^2}$ and $+S_{xy}$. In A's order,

$$
T=\mathrm{diag}(1,-1,1,-1,1).
$$

A 180° rotation about $z$, which takes $(x,y,z)$ to $(-x,-y,z)$, reverses the same two functions. Calling it $C$, we have $S^B(\hat r)=S^A(C\hat r)$, and the copied matrix gives $\tilde\rho(\hat r)=\rho(C\hat r)$. For every $n$, this phase mismatch is a rigid rotation. It is harmless if the density already has that twofold axis.

The angular multipoles $q_{LM}=\int S_{LM}\,\rho\,d\Omega$ enter the PAW compensation charge. The rotation adds 180° to the azimuth, so $S_{LM}(C\hat r)=(-1)^MS_{LM}(\hat r)$ and

$$
\tilde q_{LM}=(-1)^Mq_{LM}.
$$

### One sign that matters: a tilted lobe

Take a $z^2$-like orbital with its axis along $u=(\sin\theta,0,\cos\theta)$:

$$
\chi=\sqrt{\tfrac{5}{16\pi}}\,[3(u\cdot\hat r)^2-1].
$$

Write $s=\sin\theta$ and $c=\cos\theta$. Then $(u\cdot\hat r)^2=s^2x^2+2sc\,xz+c^2z^2$, and $x^2=\tfrac12(1-z^2)+\tfrac12(x^2-y^2)$ on the unit sphere. The bracket becomes

$$
\tfrac12(3c^2-1)(3z^2-1)+6sc\,xz+\tfrac32s^2(x^2-y^2).
$$

Dividing by the prefactors of the $S_i$ gives the coefficients

$$
a_{z^2}=\tfrac12(3c^2-1),\quad
a_{xz}=\sqrt3\,sc,\quad
a_{x^2-y^2}=\tfrac{\sqrt3}{2}s^2 .
$$

The $yz$ coefficient is zero, so of the two Condon-Shortley signs the $xz$ sign alone has an effect. Among the coefficients, $a_{xz}$ is the odd one in $\theta$. Flipping it therefore replaces $\theta$ by $-\theta$, which turns the density by $-2\theta$ about $y$. (A positive rotation about $y$ takes $+z$ towards $+x$.) This agrees with the 180° rotation about $z$, because both rotations take $u=(s,0,c)$ to $(-s,0,c)$ and the lobe is axially symmetric about its axis.

Let the lobe have occupation 0.9 and the four orthogonal d orbitals 0.1 each. The excess is $p=0.8$, and

$$
n_{ij}=0.1\,\delta_{ij}+0.8\,a_ia_j .
$$

For $\theta=20^\circ$, $a_{z^2}=0.8245$, $a_{xz}=0.5567$ and $a_{x^2-y^2}=0.1013$. Hence

$$
n_{z^2,xz}=0.8\times0.8245\times0.5567=0.3672,
$$

which is read as $-0.3672$. Likewise $n_{xz,x^2-y^2}$ goes from $0.0451$ to $-0.0451$, while $n_{z^2,x^2-y^2}=0.0668$ stays. The diagonal elements 0.6439 ($z^2$), 0.3479 ($xz$) and 0.1082 ($x^2-y^2$) do not change.

Since $\sum_iS_i^2=5/4\pi$ and $\chi=\sqrt{5/4\pi}\,P_2(u\cdot\hat r)$, with $P_2(t)=(3t^2-1)/2$, the density is

$$
\rho(\hat r)=\frac5{4\pi}\left[0.1+0.8\,P_2(u\cdot\hat r)^2\right].
$$

In the $xz$ plane, with the polar angle positive towards $+x$, its values per steradian are:

| Angle | Sent | One sign flipped |
|---:|---:|---:|
| −60° | 0.1056 | 0.0858 |
| −40° | 0.0448 | 0.2562 |
| −20° | 0.0858 | 0.3581 |
| 0° | 0.2562 | 0.2562 |
| 20° | 0.3581 | 0.0858 |
| 40° | 0.2562 | 0.0448 |
| 60° | 0.0858 | 0.1056 |

The maximum moves from $+20^\circ$ to $-20^\circ$, a turn of $-40^\circ$. The density along $z$ is unchanged, so it would not reveal the error. The multipole $q_{21}$ changes from $0.0803$ to $-0.0803$, while $q_{20}=0.1189$ stays.

### What the turn costs

Let the surroundings favour the original axis through the model field $V=-D\,P_2(u\cdot\hat r)$. For a lobe along another unit vector $v$, average $V$ over the azimuth about $v$. With $\alpha=(u\cdot v)^2$ and $\beta=(v\cdot\hat r)^2$, the average of $(u\cdot\hat r)^2$ is $\alpha\beta+\tfrac12(1-\alpha)(1-\beta)$. Therefore

$$
\langle P_2(u\cdot\hat r)\rangle=\tfrac14(3\alpha-1)(3\beta-1)
=P_2(u\cdot v)\,P_2(v\cdot\hat r).
$$

The remaining integral is

$$
\frac5{4\pi}\int P_2^3\,d\Omega=\frac52\int_{-1}^1P_2(t)^3dt
=\frac52\cdot\frac4{35}=\frac27 .
$$

The uniform background contributes nothing, because $P_2$ averages to zero. So

$$
E_V=-\tfrac27\,pD\,P_2(u\cdot v).
$$

With $D=0.7$ eV, the correct energy is $-\tfrac27(0.8)(0.7)=-0.160$ eV. After the flip $u\cdot v=\cos40^\circ$, and the energy is $-0.061$ eV. The error, $0.099$ eV, is 62% of the magnitude of the correct field energy. For $U=4$ eV the Dudarev energy is $0.900$ eV in both cases.

At $\theta=0$ or $90^\circ$ the $xz$ coefficient vanishes and the flip has no effect. At $45^\circ$ the old and new axes are perpendicular, $P_2(0)=-\tfrac12$, and the field energy changes sign.

## Contribution 2: the same phase in a complex basis

For complex harmonics, $\rho=\sum n_{mm'}Y_{2,m}Y_{2,m'}^*$. With the Condon-Shortley phase, $Y_{2,-1}=\sqrt{15/8\pi}\,z(x-iy)$ has a positive prefactor. If B gives both $m=\pm1$ functions positive prefactors, $Y_{2,1}$ alone changes sign among the five.

Code A writes $S_{xz}=(Y_{2,-1}-Y_{2,1})/\sqrt2$, so $n_{1,-1}=-\tfrac12$. Code B reads the same coefficients as

$$
\frac1{\sqrt2}\sqrt{\tfrac{15}{8\pi}}\,z\,[(x-iy)-(x+iy)]=-iS_{yz}.
$$

The overall phase $-i$ drops out of the density. An occupied $xz$ orbital has become an occupied $yz$ orbital, a 90° turn about $z$. This holds for the pure orbital only. When $xz$ is mixed with other functions the factor $-i$ is a relative phase and the mismatch is not a rotation: for the tilted lobe, the real-basis matrix acquires imaginary elements up to 0.367 and an orbital moment of magnitude $1.36\,\hbar$ along $x$. In the real basis, the mismatch of the previous section leaves a pure $xz$ density unchanged.

## Contribution 3: the order of $m$

Now let B use the same functions in the order $z^2,xz,yz,x^2-y^2,xy$. Copying by position makes B read A's $z^2$ entry as $yz$, its $xz$ entry as $x^2-y^2$, and its $x^2-y^2$ entry as $xy$. In the tilted-lobe example, the $yz$ occupation becomes 0.6439 and the $z^2$ occupation 0.1000. The coherence 0.3672 now joins $yz$ to $x^2-y^2$.

The trace is still 1.3 electrons and $E_U$ still $0.900$ eV. Quadrature over the sphere gives a field energy of $-0.006$ eV, so almost all of the original $-0.160$ eV is lost. Here this is a larger field error than the sign flip, but labelled diagonal occupations expose it; a sign error leaves the diagonal elements unchanged in the basis in which the signs differ.

## Contribution 4: a single real sign in a general matrix

The tilted lobe is a special case. Let $F$ flip one real d function. If a rotation matrix $M$ acted on every $n$ as $F$ does, $F^TM$ would commute with all symmetric matrices, and $M$ would be $F$ or $-F$.

In harmonics quantized along its axis, a rotation by $\gamma$ has eigenvalues $e^{-im\gamma}$. Its determinant is 1 and its trace is

$$
1+2\cos\gamma+2\cos2\gamma
=4\left(\cos\gamma+\tfrac14\right)^2-\tfrac54\ \ge\ -\tfrac54 .
$$

But $\det F=-1$, and $-F$ has trace $-3$. Neither is a rotation. Inversion does not help, since d functions are even.

The difference can reach the on-site interaction. Write each orbital as $\sqrt{15/8\pi}\,\hat r^TQ\hat r$, with $Q$ a traceless symmetric $3\times3$ matrix and $\mathrm{Tr}\,Q^2=1$. Two parallel-spin d electrons form ten orbital states: three of $^3P$ and seven of $^3F$. The commutator $[Q_a,Q_b]$ is antisymmetric in the pair and rotates as a vector, so it measures the $^3P$ part:

$$
w=\kappa\,\|[Q_a,Q_b]\|^2 ,
$$

where the squared norm is the sum of squared elements. Over the ten basis pairs, the three among $xy,yz,xz$ give $\tfrac12$ each. Pairing $z^2$ with $xy,yz,xz$ gives $0,\tfrac32,\tfrac32$; pairing $x^2-y^2$ with them gives $2,\tfrac12,\tfrac12$; and $z^2$ with $x^2-y^2$ gives 0. The total is $\tfrac{15}2$. The weights must sum to 3, so $\kappa=\tfrac25$.

The Coulomb interaction is rotationally invariant and does not mix $P$ and $F$. With Slater integrals $F^0,F^2,F^4$ and $c^k(m,m')=\sqrt{4\pi/(2k+1)}\int Y_{2,m}^*Y_{k,m-m'}Y_{2,m'}\,d\Omega$, a parallel-spin determinant $(m,m')$ has the energy $\sum_k\left[c^k(m,m)\,c^k(m',m')-c^k(m,m')^2\right]F^k$, with $c^0(m,m')=\delta_{mm'}$. The angular integrals give $7c^2(m,m)=-2,1,2$ and $21c^4(m,m)=1,-4,6$ for $|m|=2,1,0$; for the pairs $(2,1)$, $(2,-1)$, $(1,0)$ they give $49\,c^2(m,m')^2=6,0,1$ and $441\,c^4(m,m')^2=5,35,30$. The determinant $(2,1)$ has total $M=3$ and is therefore pure $F$; its direct coefficients are $-\tfrac{2}{49}$ and $-\tfrac{4}{441}$, so

$$
E_F=F^0-\tfrac{8}{49}F^2-\tfrac{9}{441}F^4 .
$$

The determinants $(2,-1)$ and $(1,0)$ are the only ones with $M=1$, so together they contain one $F$ and one $P$ state. Their energies are $F^0-\tfrac{2}{49}F^2-\tfrac{39}{441}F^4$ and $F^0+\tfrac{1}{49}F^2-\tfrac{54}{441}F^4$, which by invariance of the trace add up to $E_F+E_P$. They sum to $2F^0-\tfrac1{49}F^2-\tfrac{93}{441}F^4$. Subtracting $E_F$ twice gives

$$
E_P-E_F=15B,\qquad B=\frac{F^2}{49}-\frac{5F^4}{441}.
$$

Take $F^0=4$, $F^2=8$, $F^4=5$ eV, so $B=0.1066$ eV. Occupy $z^2$ and $x^2-y^2$ orbitals rotated first by 20° about $y$, then by 30° about $z$. Their $Q$ matrices are diagonal in one common frame and commute, so $w=0$ and the energy is $2.592$ eV. Flipping the $xz$ sign alone gives $w=0.186$ and raises the energy by

$$
15\times0.1066\times0.1859=0.297\ \text{eV}.
$$

The full real-basis Condon-Shortley flip is a rotation and leaves $2.592$ eV unchanged. The Dudarev energy is zero throughout, since $n^2=n$ for two fully occupied orbitals.

## Weighing the errors and finding them

A rigidly rotated density keeps even its full on-site Coulomb energy; its surroundings must reveal the error. A flip that is not a rotation can change the on-site energy too, but the result is still a plausible number. If the imported matrix is held fixed, the error remains. If it is a starting guess, self-consistency may remove it, but this algebra does not guarantee that.

The conversion can be found from the functions themselves:

$$
T_{ij}=\int S_i^B S_j^A\,d\Omega .
$$

This form is for real functions; for complex harmonics the second factor is complex conjugated. A useful trial matrix is $n_{ij}=a_ia_j$ with $a_i=\sqrt{4\pi/5}\,S_i(u)$, for a direction $u$ that makes all five $|a_i|$ nonzero and different. A signed reordering preserves this matrix only if it maps $a$ to $\pm a$. The different magnitudes exclude reordering, and the nonzero values exclude relative sign changes. A lobe in the $xz$ plane is a weaker trial, because its empty $yz$ and $xy$ entries hide the signs of these two functions and any exchange between them.

All numerical values are calculated from the stated model.
